\section*{Free decay and Hahn echo under Gaussian 1/f frequency noise, part 2}

A spin in an equal superposition evolves for a time $t$ and is read out in both quadratures, and the phasors $e^{i\phi}$ of many runs are averaged. Its transition frequency is shifted by classical Gaussian $1/f$ noise $\delta\omega$ of mean zero, which causes no transitions. The problem is to find the free-decay time $T_2^*$ and the echo decay time $T_{2E}$, and how they depend on the total averaging time $T$.

A free run gathers the phase $\phi=\int_0^t\delta\omega\,dt'$. An echo run, also of total time $t$, has an ideal $\pi$ pulse at $t/2$, and its phase $\phi_E$ is that of the second half minus that of the first.

The noise density over positive angular frequencies is $G(\omega)=A^2/\omega$, with $\langle\delta\omega(t')\delta\omega(t'')\rangle=\int_0^\infty G(\omega)\cos[\omega(t'-t'')]\,d\omega$ and $A$ in rad/s. Any low and high cutoffs are $\omega_{\rm low}$ and $\omega_{\rm high}$. The runs are spread evenly over $T$, which is the full length of the experiment if the delays are interleaved, or the time spent on each delay if they are measured one after another. We write $a=A^2t^2$ and $R=T/t\gg1$.

The results needed are
\begin{align}
&\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}\quad\text{for a Gaussian phase of mean zero},\\
&\langle(\phi_\tau-\phi_0)^2\rangle=2a\,h(\tau/t),\qquad h(r)\to\ln r+\tfrac32\ \ (r\gg1),\label{eq:carried}\\
&\langle\phi_E^2\rangle=a\ln2\quad\text{for}\ \omega_{\rm low}t\ll1\ll\omega_{\rm high}t .
\end{align}
The second refers to two free runs whose starts differ by $\tau$. The full form of $h$ is
\begin{equation}
h(r)=\tfrac12\big[(r+1)^2\ln(r+1)+(r-1)^2\ln|r-1|-2r^2\ln r\big].
\label{eq:h}
\end{equation}
With a sharp low cutoff, $\omega_{\rm low}t\ll1$, the free variance is $a[\tfrac32-\gamma-\ln(\omega_{\rm low}t)]$, where $\gamma$ is Euler's constant. The echo variance is $\int_0^\infty G(\omega)|Y_E|^2d\omega$ with $|Y_E|^2=16\sin^4(\omega t/4)/\omega^2$.

In the static model, used as a check, $\delta\omega$ is constant within each run and has variance $\sigma^2$. If it is drawn afresh for each run, the free signal is $e^{-\sigma^2t^2/2}$.

\subsection{Phase variance within one experiment}

Let $\phi_s$ be the phase of the run started at time $s$, and $\bar\phi$ the average over the experiment. The spread about this average can be written through pairs of runs,
\begin{equation}
\frac1T\int_0^T(\phi_s-\bar\phi)^2ds=\frac1{2T^2}\int_0^T\!\!\int_0^T(\phi_s-\phi_{s'})^2ds\,ds' ,
\end{equation}
because expanding the right-hand side gives the mean of $\phi_s^2$ minus $\bar\phi^2$, and so does the left. The separation of two times chosen evenly in $[0,T]$ is $|s-s'|=uT$ with probability density $2(1-u)$. Using \eqref{eq:carried}, the expected spread is
\begin{equation}
V=a\int_0^12(1-u)\,h(uR)\,du .
\end{equation}
For $R\gg1$ the large-$r$ form of $h$ holds except in a range of $u$ of width about $1/R$. The logarithm is integrable there, so the error vanishes as $R\to\infty$. With $\int_0^1\ln u\,du=-1$ and $\int_0^1u\ln u\,du=-\tfrac14$,
\begin{equation}
\int_0^12(1-u)\ln u\,du=-2+\tfrac12=-\tfrac32 ,
\end{equation}
which cancels the constant in $h$:
\begin{equation}
V=A^2t^2\ln\frac Tt .
\label{eq:V}
\end{equation}
The low cutoff has been replaced by the averaging time. For $T/t=200$ the spectral integral gives $5.2983$ for $V/a$, equal to $\ln200$ at this precision.

Equating \eqref{eq:V} with the sharp-cutoff variance gives the equivalent cutoff,
\begin{equation}
\omega_{\rm low}T=e^{3/2-\gamma}=2.5163 .
\end{equation}
The spread thus equals that of a static band from $2.5163/T$ to $2.5163/t$. The sharp ends are a shorthand, since the actual filter changes gradually there. Noise much faster than $1/t$ averages out within a run, and noise much slower than $1/T$ shifts all runs together and hardly spreads them.

\subsection{From variance to signal}

It is tempting to write $e^{-V/2}$ at once, but one experiment does not supply a Gaussian sample of phases. Octaves well inside the range from $1/T$ to $1/t$ contribute equally to the spread, and of the slowest octaves, with periods comparable to $T$, a single experiment sees a few swings at most. The average has to be taken of the phasor itself. Define the free signal $S$ as the rms magnitude of the averaged phasor over many repetitions of the whole experiment:
\begin{equation}
S^2=\Big\langle\Big|\frac1T\int_0^Te^{i\phi_s}ds\Big|^2\Big\rangle
=\frac1{T^2}\int_0^T\!\!\int_0^T\langle e^{i(\phi_s-\phi_{s'})}\rangle\,ds\,ds' .
\end{equation}
The phase difference is Gaussian with variance $2a\,h$, so its mean phasor is $e^{-ah}$ and
\begin{equation}
S^2=2\int_0^1(1-u)\,e^{-a\,h(uR)}\,du .
\label{eq:S2}
\end{equation}

The static model checks the construction. If the frequency is constant over the entire experiment, all phase differences vanish and $S=1$: a constant offset does no harm. If it is constant within each run but independent between runs, the difference has variance $2\sigma^2t^2$, and $S^2=e^{-\sigma^2t^2}$, which returns the Gaussian decay $S=e^{-\sigma^2t^2/2}$.

For $1/f$ noise with $R\gg1$ and $a<1$, insert $h=\ln(uR)+\tfrac32$:
\begin{align}
S^2&\simeq R^{-a}e^{-3a/2}\,2\int_0^1(u^{-a}-u^{1-a})\,du\nonumber\\
&=R^{-a}e^{-3a/2}\,2\Big[\frac1{1-a}-\frac1{2-a}\Big]
=\frac{2\,R^{-a}e^{-3a/2}}{(1-a)(2-a)} .
\label{eq:closed}
\end{align}
The condition $a<1$ makes the integral converge at $u=0$. For the result to be accurate, the close pairs with $uR\lesssim1$ must also be negligible. They contribute an amount of order $1/R$ to $S^2$, while the total falls only as $R^{-a}$, so this requires $R^{1-a}\gg1$ and fails as $a$ approaches one. To compare with $e^{-V/2}$, take the logarithm, using $(1-a)(2-a)/2=(1-a)(1-a/2)$:
\begin{align}
-2\ln S&=a\ln R+\tfrac32a+\ln(1-a)+\ln(1-\tfrac a2)\nonumber\\
&=a\ln R+\tfrac32a-\Big(a+\frac{a^2}2\Big)-\Big(\frac a2+\frac{a^2}8\Big)-\dots
\end{align}
The linear terms without $\ln R$ cancel, and
\begin{equation}
-\ln S=\tfrac12A^2t^2\ln\frac Tt-\frac5{16}A^4t^4-\dots
\label{eq:chi}
\end{equation}
When the signal has fallen to $1/e$ the first term is near one, so $a\simeq2/\ln R$ and the second term is about $5/(4\ln^2R)$. It vanishes as the logarithm grows. For large $\ln(T/t)$, at times up to the order of the decay time,
\begin{equation}
S\simeq\exp\Big[-\tfrac12A^2t^2\ln\frac Tt\Big].
\label{eq:law}
\end{equation}

\subsection{How Gaussian the free decay is}

Because the logarithm contains $t$, \eqref{eq:law} is not strictly Gaussian in time. Let $T_2^*$ be its $1/e$ time and $L=\ln(T/T_2^*)$, so that $\tfrac12A^2T_2^{*2}=1/L$. Writing $t=zT_2^*$ gives $\ln(T/t)=L-\ln z$, and hence
\begin{equation}
-\ln S=z^2\Big(1-\frac{\ln z}L\Big).
\end{equation}
At fixed $z$ this tends to $z^2$ as $L\to\infty$. The local exponent of the approximate law \eqref{eq:law} is
\begin{equation}
\frac{d\ln(-\ln S)}{d\ln t}=2-\frac1{\ln(T/t)} ,
\end{equation}
the $2$ coming from $t^2$ and the rest from the derivative of the logarithm. For $A=3.0\times10^4$ rad/s, $T=100$ s and $t=2\,\mu$s, the signal integral \eqref{eq:S2} gives an exponent $1.9433$ and this formula $1.9436$.

\subsection{The echo signal}

A single echo phase has variance $a\ln2$, so its mean phasor is $e^{-a\ln2/2}$. For a comparison on equal terms, the rms magnitude of the averaged echo phasor is needed too. Let $c(\tau)$ be the covariance of the echo phases of two runs a time $\tau$ apart. Their difference has variance $2a\ln2-2c$, and each pair contributes $e^{-a\ln2+c(\tau)}$ to $S_E^2$. The covariance is
\begin{equation}
c(\tau)=a\int_0^\infty\frac{16\sin^4(x/4)}{x^3}\cos\Big(\frac{x\tau}t\Big)dx .
\end{equation}
The factor multiplying the cosine is integrable, so the increasingly rapid oscillation makes $c\to0$ as $\tau/t\to\infty$. When $T\gg t$ nearly all pairs are far apart. The few close pairs can be neglected as long as $e^{-a\ln2}\gg t/T$, and then
\begin{equation}
S_E=\exp\big[-\tfrac12A^2t^2\ln2\big].
\label{eq:SE}
\end{equation}
Free phases behave differently: their differences keep growing with separation, and this growth brings $T$ into the free signal.

A simulation with synthetic $1/f$ noise tests both statements. It uses $A^2t^2=0.3$ for free runs and echoes of total time $2t$, for which \eqref{eq:SE} has the exponent $\tfrac12\cdot4\cdot0.3\ln2$ and the value $0.660$.
\begin{center}
\begin{tabular}{ccccc}
$T/t$ & $V/a$ & $\ln(T/t)$ & free signal & echo signal\\
64 & 4.144 & 4.159 & 0.555 & 0.662\\
512 & 6.262 & 6.238 & 0.404 & 0.660
\end{tabular}
\end{center}
The integral \eqref{eq:S2} gives $0.553$ and $0.406$ for the free signal. Averaging eight times longer lowers the free signal markedly and changes the echo only from $0.662$ to $0.660$. A slight excess over \eqref{eq:SE} at finite $T/t$ is expected: $e^{c}\ge1+c$, the pair average of $c$ is the variance of the mean echo phase and cannot be negative, and the close pairs with appreciable $c$ are a fraction of order $t/T$.

\subsection{The two decay times and their ratio}

Setting the exponents of \eqref{eq:SE} and \eqref{eq:law} to $-1$ gives
\begin{equation}
T_{2E}=\frac1A\sqrt{\frac2{\ln2}},\qquad
T_2^*=\frac1A\sqrt{\frac2L},\qquad L=\ln\frac T{T_2^*} .
\end{equation}
The noise amplitude cancels from the prefactor of the ratio:
\begin{equation}
\boxed{\frac{T_{2E}}{T_2^*}=\sqrt{\frac{\ln(T/T_2^*)}{\ln2}}}
\label{eq:ratio}
\end{equation}
The square of the ratio is the number of octaves between $1/T$ and $1/T_2^*$, set against the single octave that the echo keeps.

To find $L$ from $A$ and $T$, put $T_2^*=Te^{-L}$ into $A^2T_2^{*2}L=2$ and multiply by $-2/(AT)^2$:
\begin{equation}
(-2L)\,e^{-2L}=-\frac4{(AT)^2},\qquad L=-\tfrac12W_{-1}\Big(-\frac4{(AT)^2}\Big).
\end{equation}
Here $W$ is the Lambert function, defined by $We^W=y$. The branch $W_{-1}$, with values below $-1$, is the one with large $L$. Taking logarithms instead gives a form suited to iteration,
\begin{equation}
L=\ln(AT)+\tfrac12\ln\frac L2 .
\label{eq:iter}
\end{equation}

The term left out of \eqref{eq:law} lengthens $T_2^*$ slightly. At the $1/e$ point it lowers $-\ln S$ by $5/(4L^2)$. Raising $t$ by a relative amount $\delta$ raises the main term by about $2\delta$. Balancing the two gives $\delta\simeq5/(8L^2)$, to leading order in $1/L$.

\subsection{Worked example}

Take $A=3.0\times10^4$ rad/s. The echo time is
\begin{equation}
T_{2E}=\frac{\sqrt{2/0.69315}}{3.0\times10^4\ \mathrm{s^{-1}}}=56.6\ \mu\mathrm s .
\end{equation}
For $T=100$ s, $AT=3.0\times10^6$ and $\ln(AT)=14.914$. With $L=15.952$ the second term of \eqref{eq:iter} is $\tfrac12\ln7.976=1.038$, and the sum returns $15.952$. Then $A^2T_2^{*2}=2/L=0.1254$, so
\begin{equation}
T_2^*=\frac{\sqrt{0.1254}}{3.0\times10^4\ \mathrm{s^{-1}}}=11.8\ \mu\mathrm s,\qquad
\frac{T_{2E}}{T_2^*}=\sqrt{\frac{15.952}{0.69315}}=4.80 .
\end{equation}
The next table compares the law with the $1/e$ time of the full signal integral \eqref{eq:S2}; times are in $\mu$s.
\begin{center}
\begin{tabular}{cccccc}
$T$ (s) & $L$ & $T_2^*$ law & $T_2^*$ full & ratio law & ratio full\\
$1$ & 11.17 & 14.11 & 14.19 & 4.01 & 3.99\\
$10^2$ & 15.95 & 11.80 & 11.84 & 4.80 & 4.78\\
$10^4$ & 20.69 & 10.36 & 10.38 & 5.46 & 5.45
\end{tabular}
\end{center}
Ten thousand times more averaging shortens $T_2^*$ by about a quarter. The full times exceed the law by $0.60$, $0.28$ and $0.16$ percent, against $0.50$, $0.25$ and $0.15$ percent from $5/(8L^2)$; the agreement improves as $L$ grows. These shifts belong to the rms over many repeated experiments. A single experiment sees only a few swings of the slowest noise: for $T=1$ s with 800 separate runs, the magnitude near the $1/e$ point scatters by about 15 percent from one experiment to the next, which is about 8 percent in $T_2^*$. Using the mean magnitude in place of the rms shortens $T_2^*$ by about half a percent, nearly the size of the correction itself.

The signals for $T=100$ s are as follows.
\begin{center}
\begin{tabular}{cccc}
$t$ ($\mu$s) & free, full & free, law & echo\\
5 & 0.828 & 0.828 & 0.992\\
10 & 0.485 & 0.484 & 0.969\\
20 & 0.066 & 0.062 & 0.883\\
50 & 0.00065 & 0.00000 & 0.459
\end{tabular}
\end{center}
At $50\,\mu$s the full free signal is far above the law. Here $a=2.25$, beyond the range of \eqref{eq:closed}, and the integral is dominated by close pairs of runs. With $r=uR$ it becomes
\begin{equation}
S^2\simeq\frac{2t}T\int_0^\infty e^{-a\,h(r)}dr .
\end{equation}
At this delay the integral is about $0.428$ and $2t/T=10^{-6}$, which gives the tabulated signal. The part from $r>1$, estimated with $h\simeq\ln r+\tfrac32$, is $e^{-3a/2}/(a-1)\approx0.03$. The floor therefore comes mainly from runs that overlap in time, which a single spin cannot provide. It results from treating the start times as continuous. With $N$ separate runs, the pairing of each run with itself contributes $1/N$ to $S^2$ instead, a term that is negligible only while $S^2\gg1/N$. Since separate runs require $N\le T/t$, it is at least $t/T=5\times10^{-7}$ at this delay, so a floor of at least the tabulated size remains.

\subsection{Where the ratio fails}

If the $1/f$ spectrum flattens or ends at a frequency well above $1/T$, further averaging brings in no new slow noise. For a sharp end at $\omega_{\rm low}$, $\ln(T/T_2^*)$ in \eqref{eq:ratio} is replaced by $\tfrac32-\gamma-\ln(\omega_{\rm low}T_2^*)$, and the ratio stops growing. If the noise ends at a high frequency not far above $1/T_{2E}$, the echo lasts longer than stated. The logarithm and the factor $\ln2$ also require the spectrum to be $1/\omega$ over the whole band from $1/T$ to beyond $1/T_{2E}$. For $G\propto\omega^{-\alpha}$ with $\alpha<1$ the free variance converges at low frequency, for $\alpha>1$ it grows as a power of $T/t$, and \eqref{eq:ratio} does not apply.

The magnitude of the averaged phasor ignores the mean frequency of the experiment. If phases are instead referred to one run taken a time $\tau$ earlier, the variance is $2A^2t^2h(\tau/t)$, and the time since calibration enters the logarithm.

Gaussian statistics were used whenever a phasor was averaged. Noise from many weak sources comes close to this. A few strongly coupled two-level fluctuators can approximate this spectrum over a limited band, but their phase distribution is not fixed by its variance, and neither signal need follow these formulas. Finally, any further decay that the echo does not refocus, such as relaxation, shortens $T_{2E}$ by a larger fraction than $T_2^*$ when it is weak, because it acts for longer, and so lowers the ratio.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Variance / (A t)^2 with sharp low cutoff w_low (dimensionless)
 w_low t=1e-03: free 7.8305 (law 7.8305), echo 0.69313
 w_low t=1e-02: free 5.5280 (law 5.5280), echo 0.69313
 w_low t=1e-01: free 3.2258 (law 3.2254), echo 0.69282
 ln 2 = 0.69315
 echo with high cutoff w_high t = 50: 0.69197
Two runs, r=0.5: variance/(A t)^2 1.0856, formula 1.0856
Two runs, r=1.0: variance/(A t)^2 2.7726, formula 2.7726
Two runs, r=7.0: variance/(A t)^2 6.8884, formula 6.8884
Variance within experiment, T/t=200: 5.2983, ln(T/t) 5.2983
Equivalent sharp cutoff w_low T = 2.5163
Simulation, (A t)^2 = 0.3, echo of total time 2t
 T/t=64: variance/(A t)^2 4.144 (ln 4.159)
   free signal 0.555 (integral 0.553), echo 0.662 (law 0.660)
 T/t=512: variance/(A t)^2 6.262 (ln 6.238)
   free signal 0.404 (integral 0.406), echo 0.660 (law 0.660)
Example: A = 3.0e+04 rad/s, T2E = 56.62 us
 T=1e+00 s: L=11.169, (A T2*)^2=0.1791, T2* law 14.105 us
   T2* full 14.190 us, shift 0.60 %, 5/(8L^2) 0.50 %
   ratio law 4.014, ratio full 3.990
 T=1e+02 s: L=15.952, (A T2*)^2=0.1254, T2* law 11.803 us
   T2* full 11.835 us, shift 0.28 %, 5/(8L^2) 0.25 %
   ratio law 4.797, ratio full 4.784
 T=1e+04 s: L=20.687, (A T2*)^2=0.0967, T2* law 10.364 us
   T2* full 10.381 us, shift 0.16 %, 5/(8L^2) 0.15 %
   ratio law 5.463, ratio full 5.454
Signals for T = 100 s: t (us), free full, free law, echo
    5  0.82781  0.82768  0.99223
   10  0.48547  0.48417  0.96929
   15  0.20675  0.20374  0.93222
   20  0.06560  0.06226  0.88270
   50  0.00065  0.00000  0.45850
Local decay exponent at t = 2 us: 1.9433, law 2-1/ln(T/t) 1.9436
\end{verbatim}
